# Explicit Euler for linear surface diffusion: the dx⁴/(8B) stability limit

## Result

Let \(h(x,t)\) be the height of a surface that is uniform along \(y\) and flattens by surface diffusion at small slope:
\[
h_t=-B\,h_{xxxx},\qquad B>0 .
\]
On a periodic grid of \(N\ge5\) points with spacing \(\Delta x\) and time step \(\Delta t\), explicit Euler with the five-point stencil is
\[
h_j^{n+1}=h_j^n-r\left(h_{j-2}^n-4h_{j-1}^n+6h_j^n-4h_{j+1}^n+h_{j+2}^n\right),\qquad r=\frac{B\,\Delta t}{\Delta x^4}.
\]
Call the scheme stable if the root-mean-square height does not grow in any step, whatever the initial data. A step that satisfies
\[
\boxed{\;\Delta t\le\frac{\Delta x^4}{8B}\;}
\]
is stable for every \(N\). For even \(N\) the condition is also necessary. For odd \(N\) the sharp limit is larger by the factor \(1/\cos^4(\pi/2N)\), which tends to 1 as the grid is refined.

## Where the equation and B come from

For an isotropic surface energy \(\gamma\), the energy per unit length along \(y\) is \(F=\gamma\int\sqrt{1+h_x^2}\,dx\). Varying \(h\) and integrating by parts gives
\[
\frac{\delta F}{\delta h}=-\gamma\,\frac{\partial}{\partial x}\frac{h_x}{\sqrt{1+h_x^2}}=\gamma\kappa,\qquad
\kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}} .
\]
The curvature \(\kappa\) is positive on a crest. An added atom brings the volume \(\Omega\), so its chemical potential is \(\mu=\gamma\Omega\kappa\).

Let \(\nu\) be the number of mobile atoms per area and \(D_s\) their diffusivity. By the Einstein relation they drift down the gradient of \(\mu\) along the arc length \(s\), with flux \(J=-(D_s\nu/k_BT)\,\partial\mu/\partial s\). Conservation of volume above each interval of \(x\) requires \(h_t=-\Omega\,\partial J/\partial x\).

At small slope \(\partial/\partial s\approx\partial/\partial x\) and \(\kappa\approx-h_{xx}\). Then \(J=+(D_s\nu\gamma\Omega/k_BT)\,h_{xxx}\), and
\[
h_t=-B\,h_{xxxx},\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\]
A ripple \(a\cos kx\) has \(h_{xxxx}=k^4h\), so it decays as \(e^{-t/\tau}\) with \(\tau=1/(Bk^4)\).

## The stencil

We seek weights \(w_{-2},\dots,w_2\) such that \(\sum_m w_m h(x+m\Delta x)/\Delta x^4\) equals \(h_{xxxx}\) for every polynomial of degree four or less. These are five linear conditions on five unknowns with a unique solution. Reflection \(m\to-m\) leaves the conditions unchanged, so the solution is symmetric and the odd degrees are satisfied. With \(\Delta x=1\) and \(x=0\), degrees 0, 2 and 4 require
\[
w_0+2w_1+2w_2=0,\qquad 2w_1+8w_2=0,\qquad 2w_1+32w_2=24 .
\]
Subtracting the second from the third gives \(w_2=1\). Then \(w_1=-4\) and \(w_0=6\).

Degree five cancels by symmetry. Degree six gives \(2w_1+2\cdot64\,w_2=120\), which the Taylor series divides by \(6!=720\). The stencil therefore returns \(h_{xxxx}+\tfrac16\Delta x^2h^{(6)}+\dots\), and is second-order accurate.

## Derivation of the limit

The periodic grid carries the modes \(e^{i\varphi j}\) with \(\varphi=k\Delta x=2\pi m/N\), \(m=0,\dots,N-1\). On such a mode the bracket in the update becomes a multiplication by
\[
\begin{aligned}
2\cos2\varphi-8\cos\varphi+6
&=4\cos^2\varphi-8\cos\varphi+4\\
&=4(1-\cos\varphi)^2=16\sin^4\frac{\varphi}{2}.
\end{aligned}
\]
The first line uses \(\cos2\varphi=2\cos^2\varphi-1\), the last \(1-\cos\varphi=2\sin^2(\varphi/2)\). One step thus multiplies the mode by
\[
g(\varphi)=1-16\,r\sin^4\frac{\varphi}{2}.
\]

Write \(h_j=\sum_m a_m e^{i\varphi_m j}\). The modes are orthogonal on the grid, so \(\sum_j|h_j|^2=N\sum_m|a_m|^2\). One step replaces \(a_m\) by \(g_ma_m\). Hence the root-mean-square height cannot grow if \(|g_m|\le1\) for all \(m\), and it does grow for data consisting of a mode with \(|g_m|>1\).

Since \(r>0\), \(g\le1\) holds for every mode. The other side, \(g\ge-1\), reads
\[
r\sin^4\frac{\varphi}{2}\le\frac18 .
\]
As \(\sin^4\le1\), \(r\le1/8\) is sufficient for every \(N\). For even \(N\) the grid contains \(\varphi=\pi\), the sawtooth \((-1)^j\), for which \(\sin^4=1\); the condition is then necessary too. For odd \(N\) the shortest mode has \(m=(N-1)/2\), so \(\varphi/2=\pi/2-\pi/2N\) and \(\sin^4(\varphi/2)=\cos^4(\pi/2N)\). This gives the larger limit stated above: a factor 1.222 for \(N=5\), but 1.003 for \(N=41\).

The sawtooth factor \(1-16r\) separates the regimes for even \(N\):

- For \(r\le1/16\), no mode changes sign from step to step. At \(r=1/16\) the sawtooth vanishes in one step.
- For \(1/16<r<1/8\), the sawtooth alternates in time and decays.
- At \(r=1/8\), it alternates with constant amplitude. The scheme is stable but does not damp this mode, whereas the differential equation damps short waves fastest.
- For \(r>1/8\), it alternates and grows by the factor \(16r-1\) per step.

A weaker definition of stability, which allows bounded growth over a fixed time \(t\) as \(\Delta x\to0\), does not rescue a fixed \(r>1/8\). The number of steps is \(Bt/(r\Delta x^4)\), so on even grids the sawtooth grows by \((16r-1)^{Bt/(r\Delta x^4)}\), which has no bound under refinement. On odd grids the growth per step of the shortest mode tends to the same \(16r-1\), so the total growth is unbounded there too.

## Pseudocode

```
input: h[0..N-1], dx > 0, B > 0, t_end > 0, safety < 1
require N >= 5
dt_max = safety * dx^4 / (8*B)
n  = ceil(t_end / dt_max)
dt = t_end / n
r  = B * dt / dx^4
repeat n times:
    for j = 0 .. N-1:              # indices modulo N
        new[j] = h[j] - r*( h[j-2] - 4*h[j-1] + 6*h[j]
                            - 4*h[j+1] + h[j+2] )
    swap(h, new)
    monitor mean(h)
    monitor S = | sum_j (-1)^j h[j] | / N     # even N
return h
```

Rounding \(n\) upward makes the run end at `t_end` without raising the step above `dt_max`. The weights sum to zero, so the mean height is conserved up to rounding. In a stable run with even \(N\), \(S\) does not grow except at the level of rounding; sustained growth of \(S\) signals a step that is too long.

If \(B\) changes in time, as during a temperature ramp, the limit must hold with the value used in each step. Every step is then non-growing in the same norm, and so is their product. A \(B\) that varies along \(x\) couples the Fourier modes, and the proof above does not cover it. The same is true of non-periodic ends.

## Accuracy and cost

The scheme replaces \(k^4\) by
\[
\left(\frac{2\sin(\varphi/2)}{\Delta x}\right)^4=k^4\left(1-\frac{\varphi^2}{6}+\frac{\varphi^4}{80}-\dots\right).
\]
Euler stepping turns a rate \(\lambda\) into \(-\ln(1-\lambda\Delta t)/\Delta t=\lambda(1+\lambda\Delta t/2+\dots)\), and here \(\lambda\Delta t\approx r\varphi^4\). The relative error of the decay rate is therefore
\[
\delta=-\frac{\varphi^2}{6}+\left(\frac r2+\frac1{80}\right)\varphi^4+\dots
\]
The ratio of the Euler term to the leading spatial term is \(3r\varphi^2\), at most \(3\varphi^2/8\) in a stable run with \(r\le1/8\). For a well-resolved ripple the time step is thus set by stability. Shortening it further gains no accuracy: the Euler term has the opposite sign to the leading spatial term, so the error even rises slightly.

If \(N\) cells span one wavelength, \(\varphi=2\pi/N\), and a decay time at the limit takes
\[
\frac{\tau}{\Delta t}=\frac{1}{Bk^4}\,\frac{8B}{\Delta x^4}=\frac{8}{\varphi^4}=8\left(\frac{N}{2\pi}\right)^4
\]
steps. Each step costs a number of operations proportional to \(N\), so the total work grows as \(N^5\). Memory is two arrays. In terms of the leading rate error \(\epsilon=\varphi^2/6\), the step count is \(8/(6\epsilon)^2=2/(9\epsilon^2)\): halving the error costs four times the steps.

When this is too expensive, the stencil can be evaluated at the new time level. The mode factor becomes \(1/(1+16r\sin^4(\varphi/2))\), which for every \(r>0\) is positive and less than 1, except for the mean, where it equals 1. The price is a linear system with five entries per row at each step, and accuracy then has to limit \(\Delta t\).

## Example: a ripple on copper at 673 K

The inputs are rough illustrative values for a clean copper surface in an anneal, not measured data: \(\gamma=1.70\) J/m² \(=10.61\) eV/nm², lattice constant 0.3615 nm, and \(D_s=D_0e^{-E/k_BT}\) with \(D_0=10^{-3}\) cm²/s and \(E=0.80\) eV. The face-centred cubic cell holds four atoms, so \(\Omega=0.3615^3/4=0.01181\) nm³. Taking \(\nu=\Omega^{-2/3}=19.28\) nm⁻² is the conventional rough estimate of the surface atom density, somewhat above that of the densest real plane, (111), at 17.67 nm⁻². It treats all surface atoms as mobile, with the cost of freeing one included in \(E\). With \(k_BT=0.05799\) eV, \(D_s=1.021\times10^{-9}\) cm²/s \(=1.021\times10^5\) nm²/s, and
\[
B=\frac{(1.021\times10^5)(10.61)(0.01181)^2(19.28)}{0.05799}\approx5.03\times10^4\ \text{nm}^4/\text{s}.
\]
The product is formed from unrounded factors. All digits, those of the inputs included, serve only to trace the arithmetic; physically \(B\) is known far less well.

The ripple has wavelength 100 nm and amplitude 2 nm, on a film 40 nm thick. Then \(k=2\pi/100=0.06283\) nm⁻¹ and \(\tau=1/(Bk^4)=1.28\) s. With \(N=40\), \(\Delta x=2.5\) nm and
\[
\Delta t_{\max}=\frac{2.5^4}{8\times5.026\times10^4}=9.715\times10^{-5}\ \text{s}.
\]

The limit can also be found without Fourier modes. Applying the update to each unit vector gives the columns of the one-step matrix. Bisection for the step at which its largest eigenvalue magnitude first exceeds 1 gives \(9.715\times10^{-5}\) s, the same value.

At fixed wavelength, refinement has this cost:

| \(N\) | \(\Delta t_{\max}\) (s) | steps per \(\tau\) |
|---|---|---|
| 20 | \(1.55\times10^{-3}\) | 821 |
| 40 | \(9.72\times10^{-5}\) | 13,140 |
| 80 | \(6.07\times10^{-6}\) | 210,247 |

Marching the ripple for one decay time at about 0.9 of the limit takes 14,601 steps for \(N=40\). The amplitude, obtained as \((2/N)\sum_jh_j\cos(2\pi j/N)\), ends at 0.7388 nm; the differential equation gives \(2/e=0.7358\) nm. With a relative rate error \(\delta\), the amplitude after one decay time is \(2e^{-(1+\delta)}\) nm, so its relative excess is \(-\delta\approx\varphi^2/6\) to leading order. The computed excess is 0.41% of the continuum value, in agreement with \(\varphi^2/6=0.41\%\). For \(N=20\) the excess is 1.59%. The ratio of the two errors is 3.90 rather than 4 because the \(\varphi^4\) terms still count on the coarser grid.

### One percent too long

Now add a sawtooth of amplitude \(10^{-9}\) nm to the same ripple and set \(\Delta t\) 1% above the limit. The sawtooth factor is \(|1-16(1.01/8)|=1.02\). The sawtooth amplitude exceeds the film thickness after
\[
n=\frac{\ln(40/10^{-9})}{\ln1.02}=1232.8
\]
steps, that is, at step 1233, and the marched solution does so at that step. The physical time is then 0.121 s. The ripple itself has behaved well, with an amplitude of 1.82 nm, so watching the long wave alone gives no warning. Over a full decay time the sawtooth would grow by 112 powers of ten.

With \(\Delta t\) 1% below the limit the factor has magnitude 0.98. After the same 1233 steps the sawtooth amplitude is of order \(10^{-17}\) to \(10^{-16}\) nm, depending on the order of the floating-point operations. The formula alone would give about \(10^{-20}\) nm; the remainder is at the level of rounding, since double precision resolves a height of 2 nm to a few times \(10^{-16}\) nm. An unstable run can therefore grow from rounding without any seed.

## Failure modes

**Refinement at fixed time step.** Halving \(\Delta x\) multiplies \(r\) by 16. A safe \(r=0.1\) becomes 1.6, and the sawtooth then grows by the factor \(16\times1.6-1=24.6\) per step.

**Overwriting in place.** If `new` and `h` share storage, later points use a mixture of old and new neighbours. That is a different scheme, to which this limit does not apply.

**Wrong sign.** With \(B<0\), \(g=1+16|r|\sin^4(\varphi/2)>1\) for every mode except the mean. No positive time step helps.

**Undershoot mistaken for instability.** The new height is a combination of old ones with weights \(1-6r\), \(4r\) (twice) and \(-r\) (twice). At \(r=1/8\) a unit spike becomes 0.25 at its centre, 0.5 at the nearest neighbours and \(-0.125\) at the next. The sum of squares falls from 1 to 0.594, yet a negative height has appeared. The differential equation does the same. For its solution \(G\) that starts as a unit spike on an infinite line, two integrations by parts give
\[
\frac{d}{dt}\int x^2G\,dx=-B\int x^2G_{xxxx}\,dx=-2B\int G_{xx}\,dx=0 .
\]
The second moment stays zero while \(\int G\,dx=1\), which is impossible for a spread-out \(G\ge0\). Clipping negative heights would break conservation of volume.

## What the copper model leaves out

The largest uncertainty sized here is the diffusion barrier. An error of 0.1 eV changes \(B\) by \(e^{0.1/0.05799}=5.6\), so the longest stable step could lie anywhere from about 17 to 540 µs. The bound \(r\le1/8\) is unaffected. For a thermally rough orientation, anisotropy comes next. If \(\gamma(\theta)\) is smooth at the mean orientation, then at small slope \(\gamma\) is replaced by the stiffness \(\gamma+\gamma''\), the coefficient of \(h_x^2/2\) in the energy. For an assumed \(\gamma(\theta)=\gamma(1+0.02\cos4\theta)\), which has a maximum at \(\theta=0\), the stiffness there is \(0.70\gamma\), which lowers \(B\) by 30%; with the opposite sign, a minimum at \(\theta=0\), \(B\) rises by about as much. At a facet orientation below its roughening temperature \(\gamma(\theta)\) has a cusp, and this replacement fails. Cu(111) at 673 K is such a facet: a ripple on it is made of steps, whose energies drive the flattening, so the linear law, this \(B\) and the decay time of 1.28 s do not describe a (111)-oriented film.

Finite slope matters less. Keeping the next order in the curved-surface law gives \(h_t=-B\,\partial_x(h_{xxx}-2h_x^2h_{xxx}-3h_xh_{xx}^2)\). For \(a\cos kx\), projection on the original ripple multiplies its initial decay rate by \(1-\tfrac32(ak)^2+\tfrac34(ak)^2=1-\tfrac34(ak)^2\). Here \(ak=0.126\), a reduction of 1.2%.

Atomic steps are a more serious limit. For (111) layers of height 0.209 nm, the terraces at the steepest slope are \(0.209/0.126=1.66\) nm wide, but those at the crests and troughs are much wider. If the profile is rounded to whole layers, with one layer at the crest height, the top terrace is about 10 nm wide, or four grid cells. A smooth curvature is a poor description there. Refining the grid improves the solution of the equation, not the description of the surface. Facets, grain-boundary grooves and oxide are also absent. A copper line enclosed by liners and a cap lacks the free surface assumed here, so this \(B\) should not be used for it. The example concerns a bare film during an anneal.
